# Approach to Steady Dopant Pile-up Ahead of a Growing Silicide: test program

```python
# RESULT UNDER TEST: a silicide front moving at constant speed v into silicon
# with dopant concentration C0 and diffusivity D builds up a dopant pile-up.
# The interface value C_i approaches C0/k over a travel distance D/(k(1-k)v),
# which is about D/(kv) for small k. The silicide removes dopant at rate k*v*C_i.
# Symbols: L = D/v; s = travel/L; y = distance ahead of the front/L;
# c = C/C0; g = k*C_i/C0 (fraction of the steady interface value).
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_bvp
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import erf, erfc


def closed_fraction(s, k):
    z = np.sqrt(s) / 2
    return (0.5 * (1 + erf(z)) - 0.5 * (1 - 2 * k)
            * np.exp(-k * (1 - k) * s) * erfc(-(1 - 2 * k) * z))


def transformed_fraction(s, k):
    """Numerical inversion of the Laplace-space interface excess."""
    def image(p):
        return (1 - k) / (p * (mp.sqrt(p + mp.mpf(1) / 4) - 0.5 + k))
    return k * (1 + float(mp.invertlaplace(image, s, method='talbot')))


def march(k, s_end, ds, length=None, changing=False, mixed=False):
    """Conservative finite volumes, implicit in travel distance.
    length(s, y) is the local D/v in units of L; mixed=True lets a uniform
    silicide stay in equilibrium with the interface at ratio k."""
    h, y_max = 0.04, 40.0
    n = int(round(y_max / h)) + 1
    y = np.arange(n) * h
    faces = y[:-1] + h / 2
    if length is None:
        length = lambda s, yy: np.ones_like(yy)
    c = np.ones(n)
    steps = int(round(s_end / ds))
    travel = np.arange(1, steps + 1) * ds
    front = np.empty(steps)
    band = None
    for j, s in enumerate(travel):
        if band is None or changing or mixed:
            capacity = np.full(n, h)
            capacity[0] = h / 2 + (k * s if mixed else 0.0)
            e = length(s, faces) / h
            band = np.zeros((3, n))
            band[1] = capacity / ds
            band[1, :-1] += e - 0.5
            band[1, 1:] += e + 0.5
            band[1, 0] += k
            band[0, 1:] = -(e + 0.5)
            band[2, :-1] = -(e - 0.5)
            band[1, -1] = 1.0
            band[2, -2] = 0.0
        rhs = capacity * c / ds
        rhs[-1] = 1.0
        c = solve_banded((1, 1), band, rhs, check_finite=False)
        front[j] = c[0]
    return travel, k * front, y, c


# Transport equation solved directly, against the closed solution
for k_test, s_end, ds in ((0.02, 150.0, 0.02), (0.1, 100.0, 0.01),
                          (0.4, 30.0, 0.01)):
    s_num, g_num, y_num, c_num = march(k_test, s_end, ds)
    late = s_num > 0.5
    error = np.max(np.abs(g_num - closed_fraction(s_num, k_test))[late])
    # first-order travel steps and the square-root start limit the accuracy
    assert error < 4e-3, error
    if k_test == 0.1:
        pde_error = error
        i1, i2 = np.searchsorted(s_num, [30.0, 60.0])
        pde_rate = (np.log((1 - g_num[i1]) / (1 - g_num[i2]))
                    / (s_num[i2] - s_num[i1]))
        assert abs(pde_rate / (k_test * (1 - k_test)) - 1) < 0.01
        steady = 1 + (1 / k_test - 1) * np.exp(-y_num)
        assert np.max(np.abs(c_num - steady)) < 0.02

# Laplace inversion, uniform error bounds and small-k law
for k_test in (0.02, 0.1, 0.3, 0.45):
    for s in (0.05, 0.5, 2.0, 10.0, 40.0, 100.0):
        g = transformed_fraction(s, k_test)
        assert abs(g - closed_fraction(s, k_test)) < 1e-7
        rest = 1 - (1 - 2 * k_test) * np.exp(-k_test * (1 - k_test) * s) - g
        assert -1e-7 < rest < k_test * erfc(np.sqrt(s) / 2) + 1e-7
        assert abs(g - (1 - np.exp(-k_test * s))) < 2 * k_test + 1e-7

# Above k=1/2 the late rate is near 1/4, not k(1-k)
large_k = 0.8
rate_large = np.log((1 - transformed_fraction(20.0, large_k))
                    / (1 - transformed_fraction(40.0, large_k))) / 20
assert 0.25 < rate_large < 0.33

# Missing supply integrated over travel equals the stored steady dose
for k_test in (0.05, 0.1, 0.5, 0.8):
    area = quad(lambda s: 1 - closed_fraction(s, k_test), 0, 40 / k_test,
                limit=300)[0]
    dose = quad(lambda y: (1 / k_test - 1) * np.exp(-y), 0, 60)[0]
    assert abs(area - dose) < 1e-5

# Worked example: rough round values, arsenic in Si under erbium silicide
k = 0.1
speed = 1.0             # nm/s
L = 3.0                 # nm
C0 = 1e18               # cm^-3
temperature = 450 + const.zero_Celsius
barrier = 0.28          # eV, rough electron barrier
epsilon_r = 11.7
Vt = const.k * temperature / const.e
D_cm2 = L * speed * 1e-14
simple_distance = L / k
exact_distance = L / (k * (1 - k))


def distance_to(fraction, kk):
    return brentq(lambda s: closed_fraction(s, kk) - fraction, 1e-9, 50 / kk)


x63 = L * distance_to(1 - np.exp(-1), k)
x90 = L * distance_to(0.9, k)
scaled = [(kk, kk * distance_to(1 - np.exp(-1), kk))
          for kk in (0.2, 0.1, 0.05, 0.01, 0.001)]
assert abs(scaled[-1][1] - 1) < 0.01

# Neglected effect: enhanced diffusion confined to a zone ahead of the front
zone = 20.0             # nm, assumed decay length of the enhancement
zone_y = zone / L
s_zone, g_zone, _, _ = march(k, 100.0, 0.01,
                             length=lambda s, yy: np.exp(-yy / zone_y))
zone_area = np.sum(1 - g_zone) * 0.01
zone_dose = quad(lambda y: (1 / k - 1)
                 * np.exp(-zone_y * np.expm1(y / zone_y)), 0, 35)[0]
assert abs(zone_area / zone_dose - 1) < 0.01

# Neglected effects: slowing front, and dopant return from mixed silicide
s_mark = simple_distance / L
slow_scale = 30.0       # nm of travel at which the speed has halved
_, g_slow, _, _ = march(k, s_mark, 0.01, changing=True,
                        length=lambda s, yy: (1 + s * L / slow_scale)
                        * np.ones_like(yy))
_, g_mixed, _, _ = march(k, s_mark, 0.01, mixed=True)

# Neglected effect: contact and dopant field, solved with Poisson's equation
# psi = potential/Vt; electron density = C0*exp(psi); contact density is pinned
Nc = 2 * (2 * np.pi * 1.08 * const.m_e * const.k * temperature
          / const.h**2)**1.5 * 1e-6
n_contact = Nc * np.exp(-barrier / Vt)
debye = np.sqrt(epsilon_r * const.epsilon_0 * Vt
                / (const.e * C0 * 1e6)) * 1e9
screen = (L / debye)**2
psi_contact = np.log(n_contact / C0)
y_mesh = np.linspace(0, 30, 601)
guess = np.vstack([1 + (1 / k - 1) * np.exp(-y_mesh),
                   psi_contact * np.exp(-y_mesh), 0 * y_mesh])
for strength in (0.0, 0.25, 0.5, 0.75, 1.0):
    def slopes(y, u, w=strength):
        return np.vstack([-(u[0] - 1) - w * u[0] * u[2], u[2],
                          screen * (np.exp(u[1]) - u[0])])

    def ends(a, b):
        return np.array([a[0] - 1 / k, a[1] - psi_contact, b[1]])
    field = solve_bvp(slopes, ends, y_mesh, guess, tol=1e-6, max_nodes=20000)
    assert field.status == 0, field.message
    guess = field.sol(y_mesh)
    field_dose = quad(lambda y: field.sol(y)[0] - 1, 0, 30, limit=300)[0]
    if strength == 0.0:
        assert abs(field_dose - (1 / k - 1)) < 1e-3
assert abs(field.sol(30.0)[0] - 1) < 1e-2
peak_n = C0 * np.exp(np.max(field.sol(y_mesh)[1]))

# Rough Arrhenius estimates: lattice diffusion and active arsenic limit
D_lattice = 10.0 * np.exp(-4.1 / Vt)
active_limit = 2.2e22 * np.exp(-0.47 / Vt)

print("INPUTS (rough round values)")
print(f"partition coefficient k = {k:.2f}")
print(f"front speed v = {speed:.1f} nm/s")
print(f"pile-up width D/v = {L:.1f} nm")
print(f"effective diffusivity D = {D_cm2:.1e} cm2/s")
print(f"initial dopant concentration C0 = {C0:.1e} cm^-3")
print(f"temperature = {temperature:.2f} K; kT = {Vt:.4f} eV")
print("RESULTS")
print(f"steady interface concentration = {C0 / k:.2e} cm^-3")
print(f"D/(kv) = {simple_distance:.1f} nm = {simple_distance*1e-3:.3f} um")
print(f"D/(k(1-k)v) = {exact_distance:.2f} nm")
print(f"integrated transient distance = {L*(1-k)/k:.2f} nm")
print(f"steady stored excess dose = {C0*L*1e-7*(1-k)/k:.2e} cm^-2")
print(f"time to travel D/(kv) = {simple_distance/speed:.1f} s")
print(f"travel to 63.2% of steady value = {x63:.2f} nm")
print(f"travel to 90% of steady value = {x90:.2f} nm")
print("travel (nm), C_i (cm^-3), exact g, 1-exp(-kvX/D)")
for travel in (3.0, 10.0, 30.0, 60.0, 90.0, 150.0):
    g = closed_fraction(travel / L, k)
    print(f"{travel:5.0f}  {g*C0/k:.3e}  {g:.4f}  "
          f"{1-np.exp(-k*travel/L):.4f}")
print("k, travel to 63.2% divided by D/(kv)")
for kk, value in scaled:
    print(f"{kk:.3f}  {value:.4f}")
print("CHECKS")
print(f"largest transport-solver error in g, k=0.1 = {pde_error:.1e}")
print(f"late rate from transport solver, k=0.1 = {pde_rate:.5f} per D/v")
print(f"late rate for k=0.8, s=20 to 40 = {rate_large:.4f} per D/v")
print("NEGLECTED EFFECTS")
print(f"rough lattice diffusivity = {D_lattice:.1e} cm2/s")
print(f"effective/lattice diffusivity = {D_cm2/D_lattice:.1e}")
print(f"lattice D/v = {D_lattice*1e14/speed:.1e} nm")
print(f"electron barrier = {barrier:.2f} eV; Debye length = {debye:.2f} nm")
print(f"contact electron density = {n_contact:.2e} cm^-3")
print(f"integrated distance with field = {L*field_dose:.2f} nm")
print(f"field/no-field distance ratio = {field_dose/(1/k-1):.3f}")
print(f"enhanced-zone decay length = {zone:.0f} nm")
print(f"integrated distance with finite zone = {L*zone_dose:.2f} nm")
print(f"speed-halving travel = {slow_scale:.0f} nm")
print(f"g at D/(kv), slowing front = {g_slow[-1]:.4f}")
print(f"g at D/(kv), well-mixed silicide = {g_mixed[-1]:.4f}")
print(f"rough active arsenic limit = {active_limit:.1e} cm^-3")
print(f"steady interface/active limit = {C0/k/active_limit:.2f}")
print(f"peak electron density/band density = {peak_n/Nc:.3f}")
print("no test failed")
```

Output:

```
INPUTS (rough round values)
partition coefficient k = 0.10
front speed v = 1.0 nm/s
pile-up width D/v = 3.0 nm
effective diffusivity D = 3.0e-14 cm2/s
initial dopant concentration C0 = 1.0e+18 cm^-3
temperature = 723.15 K; kT = 0.0623 eV
RESULTS
steady interface concentration = 1.00e+19 cm^-3
D/(kv) = 30.0 nm = 0.030 um
D/(k(1-k)v) = 33.33 nm
integrated transient distance = 27.00 nm
steady stored excess dose = 2.70e+12 cm^-2
time to travel D/(kv) = 30.0 s
travel to 63.2% of steady value = 26.00 nm
travel to 90% of steady value = 69.32 nm
travel (nm), C_i (cm^-3), exact g, 1-exp(-kvX/D)
    3  2.381e+18  0.2381  0.0952
   10  3.984e+18  0.3984  0.2835
   30  6.740e+18  0.6740  0.6321
   60  8.677e+18  0.8677  0.8647
   90  9.462e+18  0.9462  0.9502
  150  9.911e+18  0.9911  0.9933
k, travel to 63.2% divided by D/(kv)
0.200  0.6829
0.100  0.8665
0.050  0.9418
0.010  0.9897
0.001  0.9990
CHECKS
largest transport-solver error in g, k=0.1 = 2.1e-04
late rate from transport solver, k=0.1 = 0.08996 per D/v
late rate for k=0.8, s=20 to 40 = 0.2884 per D/v
NEGLECTED EFFECTS
rough lattice diffusivity = 2.7e-28 cm2/s
effective/lattice diffusivity = 1.1e+14
lattice D/v = 2.7e-14 nm
electron barrier = 0.28 eV; Debye length = 6.35 nm
contact electron density = 1.18e+18 cm^-3
integrated distance with field = 21.76 nm
field/no-field distance ratio = 0.806
enhanced-zone decay length = 20 nm
integrated distance with finite zone = 23.81 nm
speed-halving travel = 30 nm
g at D/(kv), slowing front = 0.4807
g at D/(kv), well-mixed silicide = 0.5626
rough active arsenic limit = 1.2e+19 cm^-3
steady interface/active limit = 0.86
peak electron density/band density = 0.016
no test failed
```
